# Ballistic to Diffusive Transmission in an Isotropic Three-Dimensional Conductor, part 2

Electrons cross a conductor of length $L$ and square cross-section $A$ of side $W$, between contacts that absorb every carrier reaching them. We want the transmitted fraction $T$ of the incident flow, and the accuracy of a simple interpolation $T_{\rm int}$. The Fermi surface is a sphere of radius $k_F$, scattering is elastic and isotropic with mean free path $\lambda$, the side walls are smooth, and interference is ignored.

Lengths are measured as $s=x/\lambda$ and $\ell=L/\lambda$. The direction cosine $\mu$ is positive for motion from left to right. The occupation $f(s,\mu)$, with average $n(s)$ over all directions, obeys

$$
\mu\frac{\partial f}{\partial s}=-f+n,\qquad
f(0,\mu>0)=1,\qquad f(\ell,\mu<0)=0. \tag{1}
$$

$$
f(s,\mu)+f(\ell-s,-\mu)=1. \tag{4}
$$

For $\mu>0$,

$$
f(s,\mu)=e^{-s/\mu}+\int_0^s n(s')e^{-(s-s')/\mu}\frac{ds'}{\mu}.
$$

Let $N=n$ inside the conductor, $N=1$ for $s<0$ and $N=0$ for $s>\ell$. The first term is then the part of the same integral with $s'<0$. It has been proved that $N$ never increases from left to right.

The exit occupation $t(\mu)=f(\ell,\mu)$, $\mu>0$, gives $T=2\int_0^1\mu t\,d\mu$ and the flux-weighted mean exit cosine $m$:

$$
m=\frac{\int_0^1\mu^2t\,d\mu}{\int_0^1\mu t\,d\mu}. \tag{5}
$$

$$
\frac43=T(\ell+2m),\qquad
T=\frac{4\lambda/3}{L+2m\lambda}. \tag{6}
$$

Setting $m=2/3$ gives the interpolation:

$$
T_{\rm int}=\frac{L_0}{L_0+L},\qquad L_0=\frac{4\lambda}{3}. \tag{7}
$$

Equation (6) came from the moments $j=\frac12\int_{-1}^{1}\mu f\,d\mu$ and $K=\frac12\int_{-1}^{1}\mu^2f\,d\mu$:

$$
\frac{dK}{ds}=-j,\qquad K(0)-K(\ell)=j\ell=\frac{T\ell}{4}. \tag{3}
$$

The conductance is $G=(2e^2/h)MT$. The number of modes per spin, $M=k_F^2A/(4\pi)$, counts transverse wave vectors on a grid of spacing $2\pi/W$ (periodic side walls) in a disk of radius $k_F$; their mean cosine is $2/3$. The resistance is $R=R_c/T$, with ballistic contact resistance $R_c=h/(2e^2M)$, and

$$
R_{\rm int}=\frac{R_c}{T_{\rm int}}
=R_c+R_c\frac{L}{L_0}. \tag{8}
$$

The second term is the Ohmic part $\rho L/A$, where $\rho=R_cA/L_0$ is the Drude resistivity.

### Bounds on the mean exit cosine

At the right contact, substitute $s'=\ell-\mu q$ in the integral for $f$:

$$
t(\mu)=\int_0^\infty e^{-q}N(\ell-\mu q)\,dq .
$$

A larger $\mu$ samples points farther to the left, where $N$ is at least as large. Hence $t(\mu)$ is nondecreasing. Carriers leaving close to the axis come from deeper in the conductor, where the occupation is higher.

It follows that

$$
0\leq\int_0^1\!\int_0^1
\mu\mu'(\mu-\mu')[t(\mu)-t(\mu')]\,d\mu\,d\mu',
$$

because the two differences never have opposite signs. Expand the product. The two terms in which $t$ has the same argument as the extra cosine each give $\frac12\int_0^1\mu^2t\,d\mu$. The two crossed terms each give $-\frac13\int_0^1\mu t\,d\mu$. Therefore

$$
\int_0^1\mu^2t\,d\mu\geq\frac23\int_0^1\mu t\,d\mu,
\qquad m\geq\frac23 .
$$

Also $\mu^2\leq\mu$ on this interval, so $m\leq1$. Inserting both bounds in the relation for $T$ gives

$$
\frac{4/3}{\ell+2}\leq T\leq\frac{4/3}{\ell+4/3}=T_{\rm int}. \tag{9}
$$

Within this model the interpolation never underestimates the transmission. Correspondingly, it never overestimates the resistance.

### The two limits

Multiply equation (9) by $\ell$. Both bounds tend to $4/3$ as $\ell\to\infty$, so

$$
T\simeq\frac{4\lambda}{3L}\qquad(L\gg\lambda).
$$

This is the diffusive limit. It does not require the limiting value of $m$, because a finite contact term becomes negligible beside $L/\lambda$.

For a short conductor, carriers that cross without scattering already give

$$
T\geq T_0=2\int_0^1\mu e^{-\ell/\mu}d\mu
\geq2\int_0^1(\mu-\ell)d\mu=1-2\ell .
$$

The second inequality uses $e^{-y}\geq1-y$. Together with the upper bound in equation (9), it proves $T\to1$ as $\ell\to0$.

### The first correction in a short conductor

The lower bound $1-2\ell$ ignores carriers that scatter and still reach the right contact. Including them gives

$$
T=T_0+2\int_0^\ell n(s)
\left[\int_0^1e^{-(\ell-s)/\mu}d\mu\right]ds .
$$

The factor $\mu$ in the flux has cancelled the factor $1/\mu$ in the path integral. As $\ell\to0$, the bracket tends to 1 throughout the conductor. Averaging the symmetry relation over directions gives $n(s)+n(\ell-s)=1$, and hence $\int_0^\ell n\,ds=\ell/2$. The added term is therefore $\ell+o(\ell)$, where $o(\ell)$ denotes a remainder that vanishes faster than $\ell$.

The unscattered part obeys

$$
\frac{1-T_0}{\ell}
=2\int_0^1\frac{1-e^{-\ell/\mu}}{\ell/\mu}\,d\mu\longrightarrow2,
$$

because the integrand lies between 0 and 1 and tends to 1 for every $\mu>0$. Consequently

$$
T=1-2\ell+\ell+o(\ell)=1-\ell+o(\ell). \tag{10}
$$

To first order, a fraction $2\ell$ of the incident carriers scatters, and half of these return to the left contact.

The interpolation expands as

$$
T_{\rm int}=\frac{1}{1+3\ell/4}=1-\frac{3\ell}{4}+\cdots .
$$

It has the correct ballistic value but not the correct initial slope. At $\ell=0.001$ the numerical solution gives $(1-T)/\ell=0.996$, close to the derived slope 1 and clearly different from $3/4$.

### Solving for all directions

An implementation that needs $m$ can replace the direction integral by a sum. Let $\mu_i$ and $w_i$ be $Q$ Gauss–Legendre points and weights on $0<\mu<1$, with $\sum_iw_i=1$. Use each cosine with both signs. The average becomes

$$
n(s)=\frac12\sum_iw_i[f(s,\mu_i)+f(s,-\mu_i)].
$$

Try $f=g(\mu)e^{-\kappa s}$, scaled so that the average of $g$ is 1. The Boltzmann equation gives

$$
-\kappa\mu g=-g+1,\qquad g=\frac{1}{1-\kappa\mu}.
$$

The average over both signs of $\mu$ must equal 1, so

$$
\sum_i\frac{w_i}{1-\kappa^2\mu_i^2}=1. \tag{11}
$$

The values of $\kappa^2$ are the eigenvalues of a symmetric matrix. To obtain it, let $p_i=f(s,\mu_i)+f(s,-\mu_i)$ and let $d_i$ be the corresponding difference. Adding and subtracting the equations for the two signs gives

$$
\mu_i\frac{dp_i}{ds}=-d_i,\qquad
\mu_i\frac{dd_i}{ds}=-p_i+\sum_jw_jp_j .
$$

Eliminating $d_i$ yields $\mu_i^2p_i''=p_i-\sum_jw_jp_j$. With $y_i=\sqrt{w_i}\,\mu_ip_i$ and an exponential solution, this is

$$
\kappa^2y_i=\sum_jB_{ij}y_j,\qquad
B_{ij}=\frac{\delta_{ij}-\sqrt{w_iw_j}}{\mu_i\mu_j}.
$$

Because $\sum_iw_i=1$, the matrix has one zero eigenvalue and $Q-1$ positive ones. The zero eigenvalue supplies two nonexponential solutions, $f=1$ and $f=s-\mu$. The second is verified by substitution: the left side is $\mu$, and the right side is $-(s-\mu)+s=\mu$.

The general solution is therefore

$$
f=a+b(s-\mu)+\sum_\kappa\left[
\frac{c_\kappa e^{-\kappa s}}{1-\kappa\mu}
+\frac{d_\kappa e^{-\kappa(\ell-s)}}{1+\kappa\mu}\right].
$$

It has $2Q$ coefficients, fixed by $2Q$ incoming occupations. Writing the second exponential from the right end avoids large growing exponentials. Raising $Q$ from 24 to 40 changed $T$ by less than $10^{-9}$ at $\ell=0.1$, 1 and 10.

### How accurate is the interpolation?

Dividing the two expressions for transmission gives the error relative to the Boltzmann value:

$$
\frac{T_{\rm int}}{T}-1
=\frac{\ell+2m}{\ell+4/3}-1
=\frac{2m-4/3}{\ell+4/3}. \tag{12}
$$

The numerator vanishes in the ballistic limit. The denominator grows in the diffusive limit. The error is therefore largest at an intermediate length.

Over the scanned range $0.01\leq\ell\leq100$, the largest value found was 3.4% of the Boltzmann transmission, near $\ell=0.7$. At $\ell=1$, the solution has $m=0.7047$ and

$$
T=\frac{1.3333}{1+2(0.7047)}=0.553,\qquad
T_{\rm int}=0.571 .
$$

A random-walk simulation at the same length gave $T=0.5525\pm0.0006$ and $m=0.7051\pm0.0003$, where the uncertainties are standard errors. It follows individual carriers and does not use the relation derived above. It agrees with the Boltzmann solution within the tested five standard errors and resolves the difference from the interpolation.

For long conductors the computed $m$ levels off at 0.7104. The resistance difference is

$$
R-R_{\rm int}
=R_c\left[\frac34(\ell+2m)-\left(1+\frac34\ell\right)\right]
=R_c\left(\frac{3m}{2}-1\right). \tag{13}
$$

At $\ell=100$ this is 6.6% of $R_c$, although it is a very small fraction of the total resistance. The difference does not alter the Ohmic slope once $m$ has levelled off.

### Worked example

Take the round model parameters $k_F=12\ \mathrm{nm^{-1}}$, $\lambda=30$ nm and a square section of side 20 nm. Then

$$
L_0=\frac43(30\ \mathrm{nm})=40\ \mathrm{nm},\qquad
M=\frac{(12)^2(400)}{4\pi}=4584 .
$$

An explicit count with periodic side walls gives 4581 modes, which supports the area formula for those walls. Hard reflecting walls instead allow only transverse wave numbers $\pi/W,2\pi/W,\ldots$ in each direction. Because zero is excluded, a strip half a grid cell wide is lost along each of the two axes, together about $k_FW/\pi\approx76$ modes, or 1.7%. The area formula neglects this edge effect, so for such walls the contact resistance below is too low by about 1.7%. The lost modes lie along the axes of the disk, where the mean cosine is $\pi/4$ instead of $2/3$, so at the same $\lambda$ the Ohmic part is too low by about 2.0%. The total resistances below carry errors between these two values. Their further digits serve only to compare the two transmissions at the same $M$. The contact resistance is $R_c=2.816\ \Omega$. The resistivity follows from

$$
\rho=\frac{R_cA}{L_0}
=\frac{(2.816\ \Omega)(400\ \mathrm{nm^2})}{40\ \mathrm{nm}}
=28.16\ \Omega\,\mathrm{nm}
=2.816\ \mu\Omega\,\mathrm{cm}.
$$

The equal digits in $R_c$ and $\rho$ result from the choice $A/L_0=10$ nm and the units.

For $L=10$ nm, the interpolation gives $T_{\rm int}=40/50=0.800$ and

$$
R_{\rm int}=2.816+2.816\frac{10}{40}=3.520\ \Omega .
$$

The Boltzmann solution gives $T=0.777$ and $R=3.624\ \Omega$, which is 3.0% above the interpolated resistance. The Ohmic part alone is $0.704\ \Omega$, so using bulk resistivity without the contact term would miss most of the two-terminal resistance.

For $L=L_0=40$ nm, the contact and Ohmic parts are equal. The interpolation gives $T_{\rm int}=0.500$ and $R_{\rm int}=5.631\ \Omega$. The Boltzmann values are $T=0.485$ and $R=5.802\ \Omega$.

For $L=400$ nm, the Ohmic part is ten times $R_c$:

$$
R_{\rm int}=2.816+28.157=30.973\ \Omega .
$$

The Boltzmann result is $31.158\ \Omega$, or 0.6% higher. The numerical output below gives the other computed lengths.

### Using the result within its limits

The conductance formula with $T_{\rm int}$ already contains $R_c$. Adding another ballistic contact resistance would count it twice. In a conductor much longer than $\lambda$, the voltage drop over an interior section several mean free paths from both contacts is the current multiplied by $\rho/A$ and by the length of that section. Near the contacts, and throughout a short conductor, the local voltage drop is not given by the bulk resistivity alone. The number $M$ is per spin, since the factor 2 is already present in $2e^2/h$.

If scattering favours some directions, let $\gamma$ be the mean cosine of the angle between the velocities before and after a collision. Incoming scattering then returns a fraction $\gamma$ of the axial momentum, and the first-moment equation becomes $dK/ds=-(1-\gamma)j$. For scattering that depends only on this angle, the mirror symmetry remains. Repeating the algebra gives

$$
T=\frac{4\lambda_{\rm tr}/3}{L+2m\lambda_{\rm tr}},\qquad
\lambda_{\rm tr}=\frac{\lambda}{1-\gamma}.
$$

The diffusive term therefore requires the transport mean free path $\lambda_{\rm tr}$. The proof that $m\geq2/3$ and the error values above were obtained for isotropic scattering and do not carry over automatically.

Rough side walls remove axial momentum and add a loss term to the equation for $K$. The effect grows as the wire becomes narrower, but it can still be noticeable at a width of several mean free paths. The wire in the example is narrower than one mean free path, so its result depends strongly on the assumption of smooth walls. A nonspherical Fermi surface can change the mode count and the directional averages, so $k_F^2A/(4\pi)$ and the factor $4/3$ should not be carried over without recalculation. Where interference is important, a Boltzmann description of the transmission is insufficient.

## Computed results

```
Lengths in units of lambda; T and m are dimensionless
L=  0.1: T Boltzmann=0.91570, T interpolation=0.93023, m=0.6780
L=  0.3: T Boltzmann=0.79358, T interpolation=0.81633, m=0.6901
L=  1.0: T Boltzmann=0.55341, T interpolation=0.57143, m=0.7047
L=  3.0: T Boltzmann=0.30164, T interpolation=0.30769, m=0.7101
L= 10.0: T Boltzmann=0.11675, T interpolation=0.11765, m=0.7104
L=100.0: T Boltzmann=0.01315, T interpolation=0.01316, m=0.7104
Short conductor, L=0.001: (1-T)/L = 0.9962
Largest relative excess of interpolation: 3.37 % at L=0.71
Long conductor (L=100): 2m = 1.4209; 4/3 = 1.3333
Extra resistance at L=100 / contact resistance: 6.57 %
Change of T from 24 to 40 directions: 3.8e-10
Random walk, carriers per length: 800000
L=1: T=0.5525 +/- 0.0006, m=0.7051 +/- 0.0003
L=4: T=0.2461 +/- 0.0005, m=0.7103 +/- 0.0005
Worked example
Fermi wave number: 12.0 nm^-1
Mean free path: 30.0 nm
Width of square section: 20.0 nm
Section area: 400.0 nm^2
L0: 40.0 nm
Modes per spin, area formula: 4583.7
Modes per spin, counted: 4581
Mean cosine of counted modes: 0.6670
Ballistic contact resistance: 2.8157 ohm
Drude resistivity: 2.8157 microohm cm
Resistivity from Boltzmann slope: 2.8157 microohm cm
L=10 nm: T Boltzmann=0.7769, T interpolation=0.8000
  R Boltzmann=3.624 ohm, R interpolation=3.520 ohm, Ohmic part=0.704 ohm
L=40 nm: T Boltzmann=0.4853, T interpolation=0.5000
  R Boltzmann=5.802 ohm, R interpolation=5.631 ohm, Ohmic part=2.816 ohm
L=400 nm: T Boltzmann=0.0904, T interpolation=0.0909
  R Boltzmann=31.158 ohm, R interpolation=30.973 ohm, Ohmic part=28.157 ohm
```
